Locating a Gate Breakdown Spot with Unequal Source and Drain Contacts

**Problem**

The gate dielectric of an n-channel transistor has broken down at one spot. The source and drain terminals are grounded, the gate is positive, and current enters the channel at the spot and leaves through both terminals. Both terminal currents are counted positive when they flow to ground:

I_S = 30.110 µA, I_D = 19.890 µA.

The channel has length L = 200 nm and uniform resistance R_ch = 434.39 Ω. The contact resistances are R_S = 130 Ω at the source and R_D = 90 Ω at the drain. These readings are model values, calculated for a spot whose position is to be recovered; the extra digits let the arithmetic close.

(a) How far is the spot from the source end of the channel?
(b) What error results if the contacts are ignored, and how much of it comes from their inequality?
(c) What error remains if each contact is given the mean value, 110 Ω?

**A tempting solution**

Let x be the distance from the source end. The resistance from the spot to the source is proportional to x, and that to the drain is proportional to L − x. Both paths carry current from the same potential to ground, so

I_S x = I_D (L − x).

Collecting the terms in x gives x = L I_D/(I_S + I_D). With the drain fraction

f = I_D/(I_S + I_D) = 19.890/50.000 = 0.39780,

the position is

x₀ = L f = 200 nm × 0.39780 = 79.56 nm.

The contacts, so the argument goes, act on both sides and nearly cancel. Only their difference of 40 Ω could matter, and it is small beside the channel resistance.

**Where it fails**

Test this position with the full resistance of each path. At x₀ the channel resistance on the source side is 0.39780 × 434.39 Ω = 172.80 Ω, and on the drain side 261.59 Ω. The spot potential, calculated along each path, would be

source path: 30.110 µA × (130 + 172.80) Ω = 9.12 mV,
drain path: 19.890 µA × (90 + 261.59) Ω = 6.99 mV.

One point cannot have two potentials, so x₀ is wrong.

The fault is the supposed cancellation. What must agree on the two sides is voltage, not resistance. Even equal contacts drop different voltages when they carry different currents. The contact drops cancel only if I_S R_S = I_D R_D, which for equal contacts means equal currents and a spot at mid-channel.

**The right solution**

Write s = x/L. Ohm's law along the two complete paths gives

I_S (R_S + R_ch s) = I_D [R_D + R_ch (1 − s)].

Let I = I_S + I_D, so that I_S = (1 − f) I and I_D = f I. Dividing by I,

(1 − f)(R_S + R_ch s) = f [R_D + R_ch (1 − s)].

Move the term containing −f on the left to the right:

R_S + R_ch s = f [R_S + R_ch s + R_D + R_ch − R_ch s].

The terms in s inside the bracket cancel, leaving the total resistance R_T = R_S + R_ch + R_D. Hence

f = (R_S + R_ch s)/R_T,

x = L (f R_T − R_S)/R_ch.

Here R_T = 654.39 Ω, and therefore

f R_T = 0.39780 × 654.39 Ω = 260.32 Ω,

x = 200 nm × (260.32 − 130)/434.39 = 60.0 nm.

The spot is 60 nm from the source end, which answers (a). In this one-dimensional picture both paths now give the same spot potential, 7.84 mV.

If both contact resistances vanish, f = x/L and the tempting rule is right. In the opposite limit, R_ch much smaller than the contacts, f tends to R_S/(R_S + R_D) wherever the spot lies, and the currents no longer reveal its position. Between these limits, an error δf in the fraction moves the calculated position by

δx = (L R_T/R_ch) δf.

The factor is 301 nm here, so an error of 0.01 in f costs 3 nm.

The formula also limits the readings. As x runs from 0 to L, f runs from R_S/R_T = 0.199 to 1 − R_D/R_T = 0.862. A fraction outside this range contradicts the assumed spot in the channel with these resistances.

**The error and its two parts**

Subtract the true position from x₀ = L f:

x₀ − x = L [(R_S + R_ch s)/R_T − s]
= (L/R_T) [R_S + R_ch s − s (R_S + R_ch + R_D)]
= (L/R_T) [R_S − s (R_S + R_D)].

Now introduce the mean R̄ = (R_S + R_D)/2 and the difference Δ = R_S − R_D. Then R_S = R̄ + Δ/2 and R_S + R_D = 2R̄, so

x₀ − x = (L/R_T) [R̄ (1 − 2s) + Δ/2].

The first part is present even for equal contacts. It is positive in the source half and negative in the drain half, so it pulls the estimate towards mid-channel. The second part is the effect of inequality, with the spot position and the sum R_S + R_D held fixed. It is the same for every spot position and points towards the drain when the source contact is the larger. The reason is that a larger source resistance sends more current to the drain, which the simple rule reads as a spot nearer the drain.

For the example s = 0.3, and

mean part: (200 nm/654.39 Ω) × 110 Ω × 0.4 = 13.45 nm,
inequality part: (200 nm/654.39 Ω) × 20 Ω = 6.11 nm.

They add up to 19.56 nm, the difference between 79.56 nm and 60.00 nm. The answer to (b) is an error of about 20 nm towards the drain, of which about 6 nm comes from inequality.

The two parts can also oppose each other. The total error vanishes where R_S = s (R_S + R_D), that is, at

x = L R_S/(R_S + R_D) = 200 nm × 130/220 = 118 nm.

At the ends of the channel it is L R_S/R_T = +40 nm (source end) and −L R_D/R_T = −28 nm (drain end).

**Correcting with equal contacts**

For (c), replace R_S by R̄ in the position formula. The sum of the contacts is unchanged, so R_T is also unchanged:

x₁ = L (f R_T − R̄)/R_ch.

Subtracting the correct formula removes f R_T:

x₁ − x = L (R_S − R̄)/R_ch = L Δ/(2R_ch).

Numerically,

x₁ − x = 200 nm × 40/(2 × 434.39) = 9.21 nm,

so the estimate is 69.2 nm. This is better than 79.6 nm, but the remaining error exceeds the 6.1 nm assigned to inequality in (b). The correction removes the pull towards mid-channel by stretching the position scale by R_T/R_ch, and it stretches the inequality shift by the same factor. For a spot at 118 nm the equal-contact correction would even do harm: the simple rule is right there, while the corrected value is 9.2 nm off.

**Why these readings cannot reveal the inequality**

If the channel is linear and the spot current stays fixed, a source-to-drain resistance measurement supplies R_T, provided that it uses the change of the drain current with a small drain voltage. The plain ratio of voltage to current would be falsified by the spot current, which also flows through the drain. A real spot also conducts to the gate, which lowers the measured resistance. With the spot treated as a fixed resistor in the linear one-dimensional model and a gate voltage of 1.2 V, the reduction is about 3 Ω at a spot current of 50 µA, but about 50 Ω at 1 mA. A spot whose current rises faster than linearly with voltage lowers it more: for a current proportional to the fourth power of the voltage, the reductions are about 11 Ω and 130 Ω. Even when R_T is known exactly, R_T and f together do not determine Δ. Suppose the spot is moved by δ towards the drain while the contacts become

R_S′ = R_S − R_ch δ/L, R_D′ = R_D + R_ch δ/L.

Their sum is unchanged, so R_T is unchanged. The resistance between the spot and the source terminal is also unchanged, because the channel gains what the contact loses. Hence f is unchanged.

For δ = 10 nm the exchanged resistance is 21.72 Ω. A device with R_S = 108.28 Ω, R_D = 111.72 Ω and its spot at 70 nm has the same fraction, 0.39780, as the device in the problem. Further information is needed to tell them apart. With R_ch known, one separately measured contact resistance is enough. Readings at a second gate voltage also serve, provided that the contact resistances stay the same while R_ch changes: f R_T = R_S + R_ch s then rises with R_T at the slope s = x/L. In real transistors the contact resistances often vary somewhat with gate voltage. If both rose by 5 percent while the overdrive fell from 0.8 V to 0.6 V, with R_ch inversely proportional to the overdrive, the calculated position would be about 4 nm too far from the source.

**A point spot in a wide channel**

The channel in this example is W = 1000 nm wide, and current spreads sideways from the spot. The one-dimensional formula nevertheless holds for a uniform linear sheet whose contact resistance is spread evenly over the width.

To see this, compare two situations. In A, the drain terminal is at voltage V₀, the source terminal is grounded, no current is injected, and the spot has potential u. In B, both terminals are grounded and current I enters at the spot. Reciprocity of a linear resistive conductor says that the sum of (potentials in A) × (entering currents in B) equals the sum of (potentials in B) × (entering currents in A).

In B the current entering at the drain is −I_D, so the first sum is u I − V₀ I_D. The second sum is zero, because the terminals are grounded in B and no current enters at the spot in A. Therefore

I_D/I = u/V₀.

In A the current is uniform across the width, so u/V₀ = (R_S + R_ch x/L)/R_T. This is the previous result for f, whatever the sideways position of the spot. The spot potential, however, is not the one-dimensional value. The 7.84 mV found earlier is now the average across the width at x, while 10 nm from the spot the potential is about 50 mV for a spot at mid-width and about 100 mV for one at a side edge.

**When the channel is not linear**

The spot current raises the local channel potential V and thereby lowers the electron charge. With constant mobility μ, oxide capacitance C per area and gate overdrive V_ov, the current in a one-dimensional channel towards the source obeys

I_S = μ C W (V_ov − V) dV/dx.

Without contact resistance, V rises from 0 at the source end to V_p at the spot. Integration gives

I_S x = μ C W (V_ov V_p − V_p²/2).

The drain side gives the same right-hand side for I_D (L − x). Thus I_S x = I_D (L − x), and f = x/L survives this nonlinearity. A direct numerical integration for 1 mA and a spot at 60 nm gave f = 0.300000, although the spot potential had reached 97 mV. This test assumes current entering across the whole width. A point spot of 1 mA in the 1000 nm wide channel lies outside the model, because its linear potential at 10 nm, about 1 V, would exceed the overdrive. With contacts the two integrals start from different potentials, and the result is no longer strict. With the example's values the one-dimensional model gives a shift of only −0.07 nm. For a point spot in the 1000 nm wide channel the current is concentrated on the nearest parts of the contacts, and the shift is larger but still small: about −0.2 nm at mid-width and −0.4 nm at a side edge.

**Comparison with real devices**

The parameters are rough typical values for a silicon transistor with a high-k gate stack: equivalent oxide thickness 1.2 nm, mobility 200 cm²/Vs and overdrive 0.8 V. The channel is long for a modern logic device. With a shorter channel and the same contacts, R_ch falls and the errors grow relative to L. The formula also assumes a uniform channel, which fails if the doping differs near the ends. If the outer 30 nm at each end had 20 percent more resistance per length, at fixed total R_ch, the calculated position would move by 2.3 nm.

The measurement matters too. If the source terminal sits V₀ above the drain terminal, an extra current V₀/R_T leaves at the drain, and the position moves by L V₀/(I R_ch). This is 0.9 nm for 0.1 mV, and ten times as much for 1 mV, as large as the error in (c).

Background tunnelling of 1 A/cm² adds 2 nA. Spread evenly, it acts like a source at mid-channel and moves the result by about 0.002 nm. For a weak breakdown of 20 nA the same background would matter: the shift would be (2/22) × 40 nm, or about 4 nm, unless it were subtracted. A simple one-dimensional estimate of heating at the spot gives 0.1 nm for a thermal conductivity of 100 W/(m K). This is an order of magnitude only: the same estimate gives 0.6 nm at 20 W/(m K) and 2 nm at 5 W/(m K), and heating confined to the neighbourhood of a point spot gives a smaller shift of opposite sign. Velocity saturation is negligible in the one-dimensional model, but that model omits the crowding near a point spot, where even the linear estimate of the field at 10 nm is about a third of the critical field at mid-width and about 0.7 of it at a side edge. With charge lowering and a velocity μE/(1 + E/E_c), where E_c is the critical field, these become about 0.6 at mid-width and several times the critical field at the edge, and within a few nanometres of the spot the drift model fails. The position is affected much less: for current entering over a radius of 10 nm at mid-width, or 15 nm at an edge, the combined shift is about −0.3 nm or −0.6 nm. Current lost to the substrate at the spot does no harm if f is formed from I_S + I_D, not from the gate current; substrate current collected elsewhere is outside the model.

The remaining values are listed in the numerical output below.

Computed results

```
channel length L = 200 nm
channel width W = 1000 nm
equivalent oxide thickness = 1.2 nm
mobility = 200 cm2/Vs
gate overdrive = 0.8 V
gate voltage = 1.2 V
oxide capacitance = 2.878 uF/cm2
sheet resistance = 2171.9 ohm per square
channel resistance R_ch = 434.39 ohm
source contact R_S = 130 ohm
drain contact R_D = 90 ohm
mean contact = 110 ohm
contact difference R_S-R_D = 40 ohm
total R_T = 654.39 ohm
true spot position x = 60.0 nm
breakdown current = 50.0 uA
source current I_S = 30.110 uA
drain current I_D = 19.890 uA
drain fraction f = 0.39780
source fraction 1-f = 0.60220
simple estimate L*f = 79.56 nm
error of simple estimate = 19.56 nm
  part from mean contact = 13.45 nm
  part from inequality = 6.11 nm
equal-contact estimate = 69.21 nm
error of equal-contact estimate = 9.21 nm
fully corrected position = 60.00 nm
simple estimate is right at x = 118.18 nm
twin device: spot at 70.0 nm
twin device: R_S = 108.28 ohm
twin device: R_D = 111.72 ohm
twin device: f = 0.39780
strong-current test, no contacts: f = 0.300000
strong-current test: spot potential = 97.1 mV
example spot potential, 1D = 7.87 mV
shift, charge lowering = -0.070 nm
saturation velocity = 1.0e+07 cm/s
critical field = 0.050 MV/cm
field 10 nm from spot = 0.0173 MV/cm
shift, charge and velocity limit = -0.075 nm
background leakage density = 1.0 A/cm2
background leakage = 2.00 nA
shift, background leakage = 0.00160 nm
source-to-drain ground offset = 0.1 mV
shift, ground offset = 0.921 nm
power at spot = 60.0 uW
thermal conductivity = 100 W/(m K)
ambient temperature = 300 K
heating 10 nm from spot = 9.55 K
shift, heating = 0.112 nm
resistive end zones, each = 30 nm
excess resistance there = 20 percent
shift, resistive ends = 2.264 nm
```
